Unsöld's theorem: spherical density and zero current of a filled subshell

**1. The difficulty**

An electron in a hydrogen 3d orbital with m = 0, at 5 Å from the nucleus, has a density 25 times larger at 30° from the z axis than at 60°. An electron with m = +2 circulates around that axis. If a filled subshell kept such features, its repulsion would push other electrons differently in different directions, and the central potential that gave the orbitals their angular form would be lost. The z axis, which was chosen freely, would also acquire a physical meaning. A further puzzle is that real d orbitals carry no current while complex ones do, although either set can describe the same filled subshell.

The density and the current are settled by one property of the spherical harmonics. Multiply each harmonic, taken in one direction, by its complex conjugate, taken in another direction, and sum these products over m. The result is a real function that depends on the angle between the two directions and on nothing else. The choice between real and complex orbitals drops out because a unitary change of orbitals leaves the density matrix of an equally populated subshell as it was.

**2. Assumptions and statement**

Atomic units are used in the algebra. The position is r = r n, where r is the distance from the nucleus and n a unit vector with polar angles θ and φ. The 2l+1 orbitals of the subshell are

ψ_m(r) = R(r) Y_lm(n), m = −l, …, l,

with one common radial function R, chosen real. There is no magnetic field, and relativity is left out.

The electrons enter through the one-body density matrix

γ(r,r') = Σ_mm' ρ_mm' ψ_m(r) ψ_m'*(r').

The diagonal elements ρ_mm are the populations; the others are called coherences. The density is n(r) = γ(r,r). The assumption is

ρ_mm' = f δ_mm', (1)

that is, equal populations f and no coherences. The claims are

n(r) = f (2l+1) R(r)²/(4π), j(r) = 0, (2)

where j is the orbital current density, for any orthonormal set of orbitals that spans the subshell.

A filled subshell in a single Slater determinant satisfies (1). To find γ, one integrates the product of the determinant and its conjugate over all electrons but one. A product of two different orderings of the orbitals assigns different orbitals to at least two electrons. At least one of these is integrated over, and orthogonality makes the product vanish. Equal orderings remain, and each occupied orbital contributes ψ(r)ψ*(r') with weight one. With both spins f = 2; for a half-filled subshell with parallel spins f = 1. An incoherent mixture, in which one electron is in each orbital with probability 1/(2l+1), has f = 1/(2l+1).

**3. The sum over m is unchanged by rotations**

Define

K(n,n') = Σ_m Y_lm(n) Y_lm*(n').

Let Q be a rotation. The operator L² is minus the angular part of r²∇², which has the same form in all rotated axes. The function Y_lm(Qn) is therefore again an eigenfunction of L² with eigenvalue l(l+1). The 2l+1 harmonics span all such functions, so

Y_lm(Qn) = Σ_k D_km Y_lk(n).

A rotation does not change an integral over the whole sphere. Hence

δ_mm' = ∫ Y_lm*(Qn) Y_lm'(Qn) dΩ = Σ_k D_km* D_km'.

This says D†D = 1. Since D is a square matrix, DD† = 1 also holds. Then

K(Qn,Qn') = Σ_kk' [Σ_m D_km D_k'm*] Y_lk(n) Y_lk'*(n')
= Σ_kk' δ_kk' Y_lk(n) Y_lk'*(n')
= K(n,n').

Two pairs of directions that enclose the same angle can be rotated into each other. So K depends on n·n' alone.

**4. The addition theorem**

Because of this, K may be evaluated with n' along the z axis. For m ≠ 0 the factor e^{imφ} has no definite value on the axis, and a continuous Y_lm must vanish there. One term is left:

K(n,z) = Y_l0(n) Y_l0*(z).

Y_l0 does not depend on φ and is finite at both poles, so it is a multiple of the Legendre polynomial P_l(u) with u = cos θ. This polynomial solves

(1−u²)P_l'' − 2uP_l' + l(l+1)P_l = 0, P_l(1) = 1. (3)

The multiple follows from normalization, which needs I = ∫P_l² du from −1 to 1. Integrating by parts,

I = [uP_l²] − 2∫ P_l (uP_l') du.

The bracket is 1 − (−1) = 2, because P_l(±1)² = 1. The polynomial uP_l' has the same leading term as l P_l, so it equals l P_l plus a polynomial of lower degree. That remainder is a combination of P_k with k < l. These are orthogonal to P_l, as eigenfunctions of the same Hermitian operator with different eigenvalues. Thus

I = 2 − 2l I, so I = 2/(2l+1).

With Y_l0 = N P_l(cos θ), normalization over the sphere requires 2πN²I = 1, or N² = (2l+1)/(4π). Since P_l(1) = 1, the remaining term is K(n,z) = N² P_l(cos θ). Written for arbitrary directions, this is the addition theorem:

Σ_m Y_lm(n) Y_lm*(n') = (2l+1)/(4π) · P_l(n·n'). (4)

Each product on the left is in general complex, while the sum is real.

**5. Unsöld's theorem and the density**

Set n' = n in (4). Then n·n' = 1 and P_l(1) = 1, so

Σ_m |Y_lm(n)|² = (2l+1)/(4π). (5)

For l = 0 there is one constant term, 1/(4π). For l = 1 the sum can be followed by hand:

2 · 3/(8π) · sin²θ + 3/(4π) · cos²θ = 3/(4π).

The two orbitals with m = ±1 fill in around the equator what the m = 0 orbital lacks there.

Inserting (1) and (4) into the density matrix gives

γ(r,r') = f R(r)R(r') (2l+1)/(4π) · P_l(n·n'). (6)

At r' = r this is the density in (2). Integrated over space with ∫R²r²dr = 1, it yields f(2l+1), the number of electrons, as it should.

A spherical charge density produces an electrostatic potential that depends on r alone. The electrostatic repulsion from a filled subshell therefore leaves the mean-field potential central. Hartree-Fock theory adds an exchange term, which is not a local potential. It is built from γ(r,r')/|r − r'|, and by (6) this depends only on r, r' and the angle between the two directions. Exchange with a filled subshell is thus also unchanged by rotations, and orbitals of the form R(r)Y_lm remain consistent with the mean field.

**6. The current**

For one orbital the particle current density is

j = (1/2i)(ψ*∇ψ − ψ∇ψ*) = Im(ψ*∇ψ).

The electric current has the opposite sign, because the electron's charge is negative. For a density matrix the same expression is summed with the weights ρ_mm'. This amounts to differentiating γ in its first argument and then setting the two points equal:

j(r) = Im[∇γ(r,r')] at r' = r. (7)

By (6), γ is real for every pair of points. Its gradient is real too, and j = 0.

It matters that γ is real for separate points. The density is real in any state, including states that carry a current, so a real diagonal alone would prove nothing.

The cancellation can also be seen orbital by orbital. Write ψ_m = R(r)Θ(θ)e^{imφ} with real Θ. The radial and polar derivatives give real contributions to ψ_m*∇ψ_m and drop out. The azimuthal part of the gradient is (1/(r sin θ))∂/∂φ, and ∂ψ_m/∂φ = imψ_m. Therefore

j_φ = m|ψ_m|²/(r sin θ). (8)

Since |ψ_m| = |ψ_−m|, the currents of m and −m are opposite at each point, and equal populations cancel them in pairs.

**7. Real or complex orbitals**

Let χ_a = Σ_m U_am ψ_m with U unitary. Then

Σ_a χ_a(r)χ_a*(r') = Σ_mm' [Σ_a U_am U_am'*] ψ_m(r)ψ_m'*(r')
= Σ_m ψ_m(r)ψ_m*(r'),

because the bracket is δ_mm'. The whole density matrix is unchanged, and with it the density and the current.

The usual real orbitals are one such choice. For each m > 0, the functions

√2 Re Y_lm and √2 Im Y_lm

replace the pair Y_lm, Y_l,−m. With the Condon-Shortley phase, Y_l,−m = (−1)^m Y_lm*, so both are normalized combinations of the pair. Their squares add up to

2(Re Y_lm)² + 2(Im Y_lm)² = 2|Y_lm|² = |Y_lm|² + |Y_l,−m|².

In the real set each orbital has zero current by itself. In the complex set the currents are present and cancel. The difference lies in how a total is divided among orbitals; for the equally populated subshell the total is the same.

**8. Hydrogen 3d at 5 Å**

Take one electron in the 3d level of hydrogen, spread incoherently over the five orbitals with f = 1/5. The nucleus is fixed, and spin is left out. The radial function is

R(r) = [4/(81√30)] r² e^{−r/3}.

To verify it, put u = rR, which is proportional to r³e^{−r/3}. Then u'/u = 3/r − 1/3, and

u''/u = (3/r − 1/3)² − 3/r² = 6/r² − 2/r + 1/9.

The radial equation for l = 2 contains the centrifugal term l(l+1)/(2r²) = 3/r² and the attraction −1/r. Their sum with −u''/(2u) is

−3/r² + 1/r − 1/18 + 3/r² − 1/r = −1/18.

The energy is −1/18 hartree, or −1.512 eV for a fixed nucleus; the finite proton mass changes it to −1.511 eV. The prefactor is right because ∫r⁶e^{−2r/3}dr = 720·(3/2)⁷ = 98415/8, while its square is 16/196830 = 8/98415.

At r = 5 Å, R² = 80.36 × 10⁻⁴ Å⁻³. By (2) with f(2l+1) = 1, the density is

n = 80.36 × 10⁻⁴/(4π) = 6.395 × 10⁻⁴ Å⁻³ = 9.476 × 10⁻⁵ bohr⁻³.

With the finite proton mass this density would be 6.392 × 10⁻⁴ Å⁻³, lower by 0.04 %. All numbers below are for the fixed nucleus.

Now build the same number from the separate orbitals at θ = 60°, where sin²θ = 3/4 and cos²θ = 1/4:

|Y_2,±2|² = 15 sin⁴θ/(32π) = 135/(512π)
|Y_2,±1|² = 15 sin²θ cos²θ/(8π) = 45/(128π)
|Y_20|² = 5(3cos²θ − 1)²/(16π) = 5/(256π)

Multiplied by R², these give 6.745, 8.993 and 0.500 in units of 10⁻⁴ Å⁻³. The mean over the five orbitals is

(2 × 6.745 + 2 × 8.993 + 0.500)/5 = 6.395.

At θ = 90° the m = ±1 orbitals vanish, and the others give (2 × 11.990 + 7.994)/5 = 6.395. The individual values change strongly with angle, but the mean does not.

The real orbitals, taken at θ = 60° and φ = 20°, have the densities (same unit)

xy: 5.573, x²−y²: 7.916
yz: 2.104, zx: 15.882
3z²−r²: 0.500

The first pair adds up to 13.489, which is twice the value for |m| = 2. The second adds up to 17.986, twice the value for |m| = 1. This is the pairwise identity of section 7, and the mean is again 6.395.

The currents at the same point, along φ and in 10⁻³ Å⁻² fs⁻¹, are

m = −2: −3.606, m = −1: −2.404, m = 0: 0, m = +1: 2.404, m = +2: 3.606.

By (8), the ratio of the last two should be 2 × 6.745/8.993 = 1.50, and 3.606/2.404 = 1.50 agrees. The mean current is zero to the printed digits.

The addition theorem was also tested for l = 0 to 5 at random pairs of directions. The largest absolute error was 8 × 10⁻¹⁶, which is the size of rounding errors.

**9. Equal populations with coherence**

Equal populations without the second half of (1) do not suffice. Consider the pure state

ψ = (1/√5) Σ_m ψ_m.

Each population is 1/5, as before, but every coherence ρ_mm' is 1/5 as well. In the equatorial plane Y_2,±1 = 0, Y_20 = −√(5/(16π)) and Y_2,±2 = √(15/(32π)) e^{±2iφ}. The last two add up to

2√(15/(32π)) cos 2φ = √(5/(16π)) · √6 cos 2φ.

Squaring the sum and dividing by 5,

|ψ|² = R²/(16π) · (√6 cos 2φ − 1)².

At 5 Å this is 3.36 × 10⁻⁴ Å⁻³ for φ = 0° and 19.02 × 10⁻⁴ Å⁻³ for φ = 90°. The incoherent mixture has 6.395 × 10⁻⁴ Å⁻³ in both directions. In the mixture the densities of the orbitals are added; in the pure state their amplitudes are added, and the interference terms depend on direction.

**10. A spherical density that carries a current**

The two claims in (2) are separate properties. Take a partly filled subshell and let the populations be f + am, without coherences, with a small enough that none is negative or exceeds the limit set by the Pauli principle. In a filled subshell every orbital is already at that limit, so a must be zero. The density is still spherical, since the terms am|Y_lm|² cancel between m and −m. In the current (8) the extra factor m makes these terms add:

j_φ = aR²/(r sin θ) · Σ_m m²|Y_lm|². (9)

The sum follows from the addition theorem. Differentiate (4) once in φ and once in φ'. On the left the factors im and −im multiply to m². On the right, let

u = n·n' = cos θ cos θ' + sin θ sin θ' cos(φ−φ').

The chain rule gives

∂²P_l/∂φ∂φ' = P_l''(u) (∂u/∂φ)(∂u/∂φ') + P_l'(u) ∂²u/∂φ∂φ'.

The first derivatives of u are proportional to sin(φ−φ') and vanish when n' = n. The mixed derivative is sin θ sin θ' cos(φ−φ'), which becomes sin²θ. So

Σ_m m²|Y_lm|² = (2l+1)/(4π) · P_l'(1) sin²θ.

Equation (3) at u = 1 reads −2P_l'(1) + l(l+1) = 0, so P_l'(1) = l(l+1)/2. Inserted into (9), this gives

j_φ = a R² l(l+1)(2l+1) sin θ/(8πr). (10)

The current vanishes on the z axis, is largest at the equator for given r, and is absent for l = 0.

For the 3d example take a = 0.05, which makes the populations 0.10, 0.15, 0.20, 0.25 and 0.30. The density stays at 6.395 × 10⁻⁴ Å⁻³. The current at θ = 60° is the weighted sum of the single currents, in 10⁻³ Å⁻² fs⁻¹:

(0.30 − 0.10) × 3.606 + (0.25 − 0.15) × 2.404 = 0.962.

Formula (10) can be compared with this through its ratio to the m = +2 current, in which r and the unit of current cancel:

0.05 × 30 × sin²θ × R²/(16π|ψ_2|²) = 0.05 × 30 × 0.75 × 80.36/(16π × 6.745) = 0.267.

The listed currents give 0.962/3.606 = 0.267. A measurement of the density alone could not distinguish this state from the equal mixture.

**11. Other limits of the result**

If the surroundings of the atom have only an axis of symmetry, m remains a good label, but the orbitals take the form F(r,θ)e^{imφ} with a real F that depends on |m|: the radial function changes with |m|, and other values of l are admixed. R² then cannot be taken out of the sum. The density then need not be spherical, even with equal populations. The current still cancels, because (8) holds for orbitals of this form and ψ_m and ψ_−m keep equal magnitudes. In surroundings without an axis, m is no longer a label and this pairing argument does not apply; the current then vanishes if the occupied orbitals can be chosen real.

In a magnetic field with vector potential A, the electron's velocity operator is −i∇ + A in atomic units. The current gains a term nA. For a uniform field along z with A = ½ B × r measured from the nucleus, the currents (8) still cancel between m and −m, and nA remains as the diamagnetic current. The division into these two parts depends on the gauge: adding a constant A₀ to A multiplies every orbital by e^{−iA₀·r}, and the resulting change in Im(ψ*∇ψ) cancels the added nA₀.

The current treated here is the orbital one. Spin adds a term proportional to the curl of the spin density. In a filled subshell the two spins compensate and this term is zero. In a half-filled subshell with all spins along z, the spin density is s(r)e_z with s proportional to R². Its curl is s'(r) e_r × e_z, which is nonzero away from the z axis wherever s' ≠ 0. Such a subshell has a spherical density and no orbital current, but it does have a spin magnetization current.

The numerical output below lists the values for the 3d example to more digits.

Table of computed values

```
HYDROGEN 3d, population 1/5 in each orbital
Level energy: -1.5117 eV = -0.055556 hartree
Distance from nucleus: 5.0 angstrom
R^2 at this distance: 80.3604 x 1e-4 angstrom^-3
Sum of |Y_2m|^2: 0.397887 (no unit)
Density of each complex orbital, in 1e-4 angstrom^-3:
  theta 30 deg: m=-2: 0.7494, m=-1: 8.9928, m=+0: 12.4900, m=+1: 8.9928, m=+2: 0.7494; mean 6.3949
  theta 60 deg: m=-2: 6.7446, m=-1: 8.9928, m=+0: 0.4996, m=+1: 8.9928, m=+2: 6.7446; mean 6.3949
  theta 90 deg: m=-2: 11.9904, m=-1: 0.0000, m=+0: 7.9936, m=+1: 0.0000, m=+2: 11.9904; mean 6.3949
Direction used below: theta 60 deg, phi 20 deg
Density of each real orbital, in 1e-4 angstrom^-3:
  xy: 5.5734
  yz: 2.1039
  zx: 15.8817
  x2-y2: 7.9158
  3z2-r2: 0.4996
  mean of the real orbitals: 6.3949
Mean density, main result: 6.3949e-04 angstrom^-3 = 9.4762e-05 bohr^-3
Current along phi of each complex orbital, in 1e-3 angstrom^-2 fs^-1:
  m=-2: -3.6064
  m=-1: -2.4043
  m=+0: 0.0000
  m=+1: 2.4043
  m=+2: 3.6064
  size of the mean current: 0.0000
Coherent equal superposition, density in 1e-4 angstrom^-3:
  theta 90 deg, phi 0 deg: 3.3589
  theta 90 deg, phi 90 deg: 19.0231
Skewed populations, m=-2 to +2: 0.10, 0.15, 0.20, 0.25, 0.30
  density: 6.3949 x 1e-4 angstrom^-3
  current along phi: 0.9617 x 1e-3 angstrom^-2 fs^-1
Largest error of the addition theorem, l=0 to 5: 8e-16
Largest error of Unsold's sum, l=0 to 5: 2e-15
```
